Slater's Grüneisen parameter from a Debye solid with constant Poisson ratio

**1. Two values from the same compression curve**

Take a solid with 11.8 Å³ per atom, a bulk modulus of 0.87 eV/Å³ and a pressure derivative of that modulus equal to 5.3. A Debye model whose Poisson ratio does not change with volume gives it a Grüneisen parameter of 2.48. A face-centred cubic crystal of atoms bound by central forces between nearest neighbours, built to have these same three numbers, gives 1.72 at high temperature (1.62 if a Morse force reaches out to three neighbour distances). Thermal pressure and thermal expansion are proportional to this parameter, so the difference enters a stress estimate directly. It arises largely because the shear stiffness changes with volume differently in the two models, and a compression curve without a model of the forces does not determine the shear stiffness.

**2. Definitions**

The algebra uses ħ = k_B = 1. All extensive quantities are per atom: volume V, mass M, heat capacity C_V. The free energy is

F(V,T) = E(V) + F_D(V,T),

where E is the energy of the static lattice, with atoms at rest on their sites, and F_D belongs to the vibrations, zero-point motion included. Static quantities are

P = −dE/dV, B = −V dP/dV, B′ = dB/dP.

V0 is the volume at which P = 0, and B0, B0′ are the values there. The total pressure is P_tot = −(∂F/∂V)_T, and the Grüneisen parameter is

γ = V (∂P_tot/∂T)_V / C_V.

The solid is isotropic, and its vibrations are harmonic at each fixed volume, with frequencies that depend on volume (the quasi-harmonic approximation). The result to be derived is γ = B0′/2 − 1/6 at V0, if the Poisson ratio ν does not vary with volume there.

**3. Sound speeds**

For a small strain ε added to a state of uniform pressure, the added stress is

σ_ij = (B − 2G/3) δ_ij ε_kk + 2G ε_ij,

with G the shear modulus. A uniform pressure has no gradient and is unchanged by rotation, so it adds no further force, provided B and G are the stress-strain coefficients of the compressed state. With density ρ = M/V, the equation of motion is

ρ ü = (B + G/3) ∇(∇·u) + G ∇²u.

A plane wave polarized along its direction of travel feels both terms; a transverse one has ∇·u = 0. Hence

ρ v_L² = B + 4G/3, ρ v_T² = G.

The Poisson ratio is ν = (3B − 2G)/(6B + 2G). Multiplying out gives 2G(1+ν) = 3B(1−2ν), so

G = 3B(1−2ν)/[2(1+ν)],
B + 4G/3 = B[(1+ν) + 2(1−2ν)]/(1+ν) = 3B(1−ν)/(1+ν).

Both speeds are therefore (BV/M)^(1/2) times a function of ν:

v_L = (BV/M)^(1/2) a_L, a_L² = 3(1−ν)/(1+ν),
v_T = (BV/M)^(1/2) a_T, a_T² = 3(1−2ν)/[2(1+ν)].

At fixed ν the shear modulus must follow the bulk modulus in proportion. This is the whole content of the assumption.

**4. Debye temperature**

In a crystal of N atoms, one branch of speed v has NVω³/(6π²v³) modes below frequency ω. The cutoff θ is set by requiring 3N modes in all:

(NVθ³/6π²)(1/v_L³ + 2/v_T³) = 3N.

Define v_m by 3/v_m³ = 1/v_L³ + 2/v_T³. Then θ = (6π²/V)^(1/3) v_m, and with the speeds above

θ = (6π²)^(1/3) V^(1/6) (B/M)^(1/2) f(ν),
f = [(a_L⁻³ + 2a_T⁻³)/3]^(−1/3).

The power 1/6 is −1/3 from the cutoff wavenumber plus 1/2 from the density.

**5. From θ to γ**

The density of modes per atom is 9ω²/θ³ up to θ. With ω = θx,

F_D = 9 ∫₀¹ x² [θx/2 + T ln(1 − e^(−θx/T))] dx = T φ(y), y = θ/T.

The entropy is −∂F_D/∂T = −φ + yφ′(y), so the vibrational energy is

U_D = F_D + T(−φ + yφ′) = θ φ′(y).

The vibrational pressure is

−∂F_D/∂V = −φ′(y) dθ/dV = −(U_D/V) d ln θ/d ln V.

The static pressure does not depend on T. Differentiating P_tot at fixed V therefore gives −(C_V/V) d ln θ/d ln V, and

γ = −d ln θ/d ln V.

In this model γ depends on volume but not on temperature at fixed volume.

The slope of B follows from the chain rule, with dP/dV = −B/V:

d ln B/d ln V = (V/B) B′ dP/dV = −B′.

Taking the logarithm of θ and differentiating,

γ = −1/6 + B′/2 − (d ln f/dν)(dν/d ln V). (1)

If dν/dV = 0 at V0, this is Slater's result,

**γ(V0) = B0′/2 − 1/6.** (2)

Vanishing slope at that one volume is enough. If ν is constant over a range, the same form holds throughout it with the local B′. Since B = −V P_V, with subscripts marking volume derivatives, d ln B/d ln V = 1 + V P_VV/P_V, and an equivalent form is

γ = −2/3 − V P_VV/(2P_V).

As a limiting case, B′ = 1/3 means B ∝ V^(−1/3) locally. The factor B^(1/2) then cancels V^(1/6), θ is stationary, and heating at fixed volume produces no thermal pressure.

**6. Worked example**

The inputs are rough, rounded values in the regime of copper interconnect metal: V0 = 11.8 Å³, B0 = 0.87 eV/Å³, B0′ = 5.3, ν = 0.34, M = 63.5 u. The formulas of sections 3 and 4 give v_L = 4.80 km/s, v_T = 2.36 km/s, f = 0.672 and θ = 347 K. Equation (2) gives

γ = 5.3/2 − 1/6 = 2.483.

At 300 K the Debye heat capacity, from numerical integration over the modes, is 0.936 of its classical value 3k_B.

For a body free to expand, P_tot(V,T) = 0 at each temperature. Differentiating, −(B_T/V)dV + (γC_V/V)dT = 0, where B_T is the isothermal modulus of the full free energy. The volume expansion coefficient is

α = γC_V/(V B_T).

With V0 and B0 inserted,

α ≈ 2.483 × 0.936 × 3k_B/(11.8 Å³ × 0.87 eV/Å³) = 58.5 × 10⁻⁶ K⁻¹.

For a body held at volume V0 and heated from 300 K by 100 K, the pressure rises by

ΔP ≈ γC_V ΔT/V0 = 0.00509 eV/Å³ = 816 MPa,

with C_V kept at its 300 K value. Letting C_V grow during the heating gives 0.00518 eV/Å³.

Away from V0 a full static curve is needed. Here it is the Vinet form,

P = 3B0 (1−x) x⁻² exp[(3/2)(B0′−1)(1−x)], x = (V/V0)^(1/3).

At V = 0.85 V0, with ν still constant, it gives γ = 1.96. On this curve B′ falls under compression, and γ falls with it.

**7. Which compression curve to use**

B and B′ in equation (2) belong to the static lattice. A curve taken at 300 K contains vibrational pressure as well. To size the difference, the zero of P_tot was found numerically for the Vinet curve plus Debye free energy. Zero-point motion, evaluated at 5 K, swells the solid by 0.82 % relative to V0; at 300 K the swelling is 2.17 %. There the isothermal modulus has dropped to 0.762 eV/Å³, and its pressure derivative along the 300 K isotherm is 5.80. Three values of γ can then be compared:

- Static B0′ at V0: 2.48.
- Static B′ at the 300 K volume, which is the model's own γ there: 2.59.
- The 300 K derivative put into the static formula: 2.74.

The last is about 6 % above the model's own value at that volume. The remedy is to fit E(V) to static energies, or to subtract the vibrational pressure from a measured isotherm first.

Swelling also raises the expansion coefficient. The difference of the zero-pressure volumes at 295 and 305 K gives α = 68.6 × 10⁻⁶ K⁻¹, which is 17 % above the simple estimate. Most of the increase is the softer modulus, a factor 0.87/0.762 = 1.14.

Moduli from sound speeds need one more correction, because sound compresses the solid at constant entropy. By the relation (∂S/∂V)_T = (∂P_tot/∂T)_V, zero entropy change means dT/T = −γ dV/V. The accompanying temperature change adds to the stiffness:

B_S = B_T + γ²C_V T/V = B_T(1 + αγT).

At 300 K the model gives B_S/B_T = 1.053.

**8. A Poisson ratio that varies**

Differentiating ln f gives a weighted mean of the slopes of ln a_L and ln a_T. With w_L = a_L⁻³/(a_L⁻³ + 2a_T⁻³) and w_T = 1 − w_L,

d ln a_L/dν = ½[−1/(1−ν) − 1/(1+ν)] = −1/(1−ν²),
d ln a_T/dν = ½[−2/(1−2ν) − 1/(1+ν)] = −3/[2(1−2ν)(1+ν)],
d ln f/dν = −w_L/(1−ν²) − 3w_T/[2(1−2ν)(1+ν)].

Each term is negative: at given B, a larger ν means a smaller G and slower waves. For ν = 0.34 the sum is −3.365. If ν rises on compression with dν/d ln V = −0.1, equation (1) lowers γ by 0.34. With this slope a 10 % compression changes ν by only about 0.01, yet the effect on γ is more than a tenth of its value.

**9. A crystal that breaks the assumption**

Consider an fcc crystal with pair energy u(r) between nearest neighbours. Each atom has 12 of them, so E = 6u, with V = r³/√2 and dr/dV = r/(3V). Primes on u denote derivatives with respect to r. Then

P = −2ru′/V,
B = 2(r²u″ − 2ru′)/(3V).

At zero pressure u′ = 0. The logarithmic slope of r²u″ − 2ru′ with respect to ln r is then ru‴/u″. Dividing by 3 to pass to ln V, and subtracting 1 for the factor 1/V,

B0′ = 1 − ru‴/(3u″).

For a wavevector k, the matrix whose eigenvalues are Mω² is the sum over the 12 bonds R, with unit vectors n, of

(1 − cos k·R)[u″ nnᵀ + (u′/r)(1 − nnᵀ)].

When the crystal is scaled, k·R stays fixed for a given mode. The trace of each bracket is u″ + 2u′/r, so the mean squared frequency is proportional to that quantity. Its slope with respect to ln r at u′ = 0 is ru‴/u″ + 2. The Grüneisen parameter of the rms frequency is −1/2 × 1/3 of this:

γ_rms = −(1/6)[3(1 − B0′) + 2] = B0′/2 − 5/6.

This lies 2/3 below Slater's value. For B0′ = 5.3 it is 1.817.

The elastic limit shows why. For long waves 1 − cos k·R becomes (k·R)²/2, and the sum of (k·R)² over the bonds is 4k²r². The sum of ρv² over the three polarizations is then

S = 2(r²u″ + 2ru′)/V.

In an isotropic solid this sum is B + 4G/3 + 2G = B + 10G/3. Defining an average shear modulus by the same relation (for a cubic crystal this is the uniform-strain, or Voigt, average) gives G = 0.3(S − B). At u′ = 0, S = 3B, so G/B = 0.6 and ν = 0.25. The slopes are

d ln S/d ln V = (ru‴/u″ + 4)/3 − 1 = 4/3 − B0′,
d ln(S/B)/d ln V = 4/3,
d(G/B)/d ln V = 0.3 × 3 × 4/3 = 1.2.

With g = G/B, ν = (3−2g)/(6+2g) and dν/dg = −18/(6+2g)². Hence dν/d ln V = −0.417, whatever the value of B0′. On compression G rises less than in proportion to B, and ν grows.

Putting ν = 0.25 and this slope into equation (1) lowers γ from 2.48 to 1.53. The remaining differences were computed for a Morse pair energy,

u = D[e^(−2a(r−r0)) − 2e^(−a(r−r0))],

where r0 is the neighbour distance at V0 and ar0 = B0′ − 1 = 4.3. D is fixed by B0. Averaging v⁻³ numerically over directions and polarizations, instead of using isotropic moduli, gives an acoustic Debye value of 1.41. With the Voigt average, the varying Poisson ratio thus accounts for 0.95 of the total drop of 1.07, and elastic anisotropy for the rest. Another way of averaging the shear modulus divides the drop differently: with the uniform-stress (Reuss) average, equation (1) gives 1.33, below the anisotropic value, and the remainder changes sign.

At high temperature all modes have equal heat capacity, and γ is the plain mean of −d ln ω/d ln V. On a 12 × 12 × 12 mesh of wavevectors this mean is 1.72. It differs from the acoustic value in two ways. The plain mean counts all modes equally, whereas the Debye average weights long waves by v⁻³ and so favours the slow ones. It also includes the short waves, which a Debye spectrum built from sound speeds does not describe. The plain mean over long waves alone is 1.63, so the weighting accounts for 0.22 of the difference of 0.31 and the short waves for 0.09.

**10. Use for copper lines**

Real copper has γ of roughly 2 and a linear expansion of roughly 17 × 10⁻⁶ K⁻¹ near room temperature. The constant-ν model gives 2.48 and, for the full calculation, 22.9 × 10⁻⁶ K⁻¹. Most of the excess in expansion arises because the inputs are close to copper's room-temperature values but were used here as static ones, which leaves the model too soft at 300 K. If 11.8 Å³, 0.87 eV/Å³ and 5.3 are instead imposed on the 300 K isotherm, the static values become 11.59 Å³, 0.963 eV/Å³ and 4.95; γ at 300 K is then 2.38 and the linear expansion 18.7 × 10⁻⁶ K⁻¹. The simple estimate, which keeps 0.87, gives 19.5 × 10⁻⁶ K⁻¹; rescaled to γ = 2 it gives about 16 × 10⁻⁶ K⁻¹. The central-force crystal has ν = 0.25, not 0.34, and its γ is not a prediction for copper.

Conduction electrons matter little here. Treated as free, one per atom, they have a Fermi energy E_F = 7.04 eV and, at leading order in T/E_F, free energy −π²T²/(4E_F). Their heat capacity π²T/(2E_F) is 0.65 % of the lattice value at 300 K. Since E_F ∝ V^(−2/3), their own Grüneisen parameter is 2/3. Weighting the two by heat capacity lowers γ by 0.012.

The 816 MPa of section 6 requires surroundings that hold the line at fixed volume. It is a change on heating, so a line that is in tension at 300 K first loses that tension. With γ = 2 in place of 2.48 it would be about 660 MPa, and the film stresses below scale in the same proportion. If the surroundings let the volume grow by ΔV, the linear estimate becomes

ΔP = B(αΔT − ΔV/V).

A cavity that expands like silicon, roughly 3 × 10⁻⁶ K⁻¹ in each direction, but does not yield to the pressure lowers the 816 MPa by about 15 %. Real surroundings also deform elastically. For a sphere in a large host of shear modulus μ, the pressure widens the cavity by ΔV/V = 3ΔP/(4μ), which divides the result by 1 + 3B/(4μ). With B = 139 GPa and μ about 65 GPa, roughly that of silicon, the divisor is 2.6, and about 38 % of the fixed-volume pressure remains. A line is not a sphere, so for a line this only indicates the size of the effect. A softer dielectric leaves less.

A free top surface also relieves the pressure. Let a film be fixed in its plane to a rigid substrate that does not expand, with zero stress normal to it. The in-plane stress σ must cancel the thermal strain: (1−ν)σ/E_Y = −αΔT/3, with Young's modulus E_Y = 3B(1−2ν). Hence

σ = −BαΔT (1−2ν)/(1−ν).

For ν = 0.34 its magnitude is 0.48 of the fixed-volume pressure, about 400 MPa, and the mean pressure −2σ/3 is about 260 MPa. Plastic flow would reduce these film stresses further, but it conserves volume and so cannot relieve the uniform pressure of a body held at fixed volume. Grain texture and anharmonicity at fixed volume are also outside the model.

For an implementation, equation (2) is suitable when the compression curve is the sole input and an error in γ of about 0.4 to 0.8, as in the examples above, is acceptable. If G(V) is known as well, equation (1) removes the assumption of constant ν. It still weights the branches by v⁻³, whereas at high temperature all modes count equally, and it leaves out elastic anisotropy and the short waves. In the crystal of section 9 it gives 1.53; equal weighting of the three isotropic branches gives 1.67, and all modes at high temperature give 1.72.
